# Breit-Rosenthal Reduction of s-State Hyperfine Structure by Finite Nuclear Charge Radius

A nuclear magnetic moment deduced from a hyperfine splitting is wrong if the electron is taken to move in the field of a point charge. In the model ion computed below, with $Z=80$ and a uniformly charged nucleus of radius $7\times10^{-5}$ Å, the inferred moment would be 9.4% too small. The weak-field correction, linear in the radius, does not repair this: it gives 1.6%. The error follows a fractional power of the radius, whose exponent and coefficient are derived here.

## Assumptions and theorem

Atomic units are used, with $c=1/\alpha$. One electron moves around an infinitely heavy nucleus whose spherical charge $Z$ lies within radius $R$:

$$V=-\frac Zr\quad(r\ge R),\qquad V=-\frac ZR\,v(r/R)\quad(r<R),$$

with $v$ bounded, $v(1)=1$ and a charge density that is nowhere negative. The magnetic dipole is point-like and central, so the effect of charge is separated from that of spread-out magnetization. The hyperfine coupling is treated to first order; radiative corrections are omitted. Define

$$\zeta=Z\alpha,\quad \gamma=\sqrt{1-\zeta^2},\quad q=\frac{\zeta}{1+\gamma}=\frac{1-\gamma}{\zeta},\quad 0<\zeta<\frac{\sqrt3}{2}.$$

The upper limit on $\zeta$ means $2\gamma>1$.

**Theorem.** Let $A_R$ and $A_{\rm pt}$ be the hyperfine constants of the same $ns$ state for extended and point charge. As $ZR\to0$ at fixed $\zeta$,

$$\delta\equiv1-\frac{A_R}{A_{\rm pt}}=\frac{C\,R^{2\gamma-1}}{|K_{\rm pt}|}\,[1+O(ZR\ln ZR)],$$

where $K_{\rm pt}=\int_0^\infty PQ\,r^{-2}dr$ is taken with point-charge functions scaled so that $P\to r^\gamma$ at the origin, and $C$ depends on $\zeta$ and the charge shape (Lemma 3). For $1s$,

$$\delta\simeq b\,(2ZR)^{2\gamma-1},\qquad b=\frac{C}{q\,\Gamma(2\gamma-1)}.$$

This is a power law in $R$ at fixed $Z$. When $Z$ changes, so do $\gamma$ and $b$, and $\delta$ is not a single power of $Z$.

## Lemma 1: the hyperfine integral

Write $g=P/r$, $f=Q/r$ and $\psi=(g\chi,\,-if\sigma_r\chi)$, where $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$ and $\chi$ is a constant spinor with $\chi^\dagger\chi=1/4\pi$. Let $\varepsilon$ be the energy without the rest energy $c^2$, and $W=(\varepsilon-V)/c$. Since $\boldsymbol\sigma\cdot\mathbf p\,g\chi=-ig'\sigma_r\chi$ and $\boldsymbol\sigma\cdot\mathbf p\,(-if\sigma_r\chi)=-(f'+2f/r)\chi$, the Dirac equation gives

$$g'=(2c+W)f,\qquad f'+\frac{2f}{r}=-Wg,$$

or, equivalently,

$$P'=\frac Pr+(2c+W)Q,\qquad Q'=-\frac Qr-WP. \tag{1}$$

**Claim.** For a normalized state, $\int(P^2+Q^2)dr=1$, and nuclear spin $I$ with moment $\mu$, the splitting between $F=I\pm\frac12$ is

$$\Delta E=\frac{8\alpha}{3}\,\frac{\mu}{I}\left(I+\tfrac12\right)|K|,\qquad K=\int_0^\infty\frac{PQ}{r^2}dr .$$

**Proof.** The dipole's vector potential is $\mathbf A=\alpha^2\boldsymbol\mu\times\mathbf r/r^3$. The electron has charge $-1$, so the coupling is $c\,\boldsymbol\alpha_D\cdot\mathbf A=\alpha\,\boldsymbol\mu\cdot(\mathbf r\times\boldsymbol\alpha_D)/r^3$, with $\boldsymbol\alpha_D$ the Dirac matrices. The product rule for Pauli matrices gives

$$(\hat{\mathbf r}\times\boldsymbol\sigma)\sigma_r=i\,\hat{\mathbf r}\times(\hat{\mathbf r}\times\boldsymbol\sigma)=i(\hat{\mathbf r}\sigma_r-\boldsymbol\sigma).$$

The upper-lower matrix element therefore contains $gf(\hat{\mathbf r}\sigma_r-\boldsymbol\sigma)$. Its angular average is $-\frac23gf\boldsymbol\sigma$, because $\hat r_i\hat r_j$ averages to $\delta_{ij}/3$. The lower-upper element is equal, so the factor is $-\frac43$. The volume element $r^2dr$ cancels the $r^{-2}$ of the coupling, leaving $\int gf\,dr=K$. Here $\boldsymbol\sigma$ acts on $\chi$, whose label is the total angular momentum $j=\frac12$ of the state; call this operator $\mathbf S$. With $\boldsymbol\sigma=2\mathbf S$ and $\boldsymbol\mu=\mu\mathbf I/I$ the effective coupling is $-(8\alpha/3)(\mu/I)K\,\mathbf I\cdot\mathbf S$. The values of $\mathbf I\cdot\mathbf S$ are $I/2$ and $-(I+1)/2$, which differ by $I+\frac12$. $\square$

Thus $\delta$ is the relative reduction of $|K|$.

## Lemma 2: point-charge states

For $r\to0$ the term $\zeta/r$ dominates $2c$ and $\varepsilon/c$ in (1). A power $r^s$ requires $s-1=\zeta Q/P$ and $(s+1)Q/P=-\zeta$. Multiplying the first by $s+1$ gives $s^2-1=-\zeta^2$, hence $s=\pm\gamma$. The ratios are

$$\frac QP=-q\quad(s=\gamma),\qquad \frac QP=-\frac{1+\gamma}{\zeta}=-\frac1q\quad(s=-\gamma).$$

A point nucleus admits the first solution. An extended one mixes in the second outside $R$.

**The 1s state.** Put $P=r^\gamma e^{-\lambda r}$ and $Q=-qP$ into (1). The $1/r$ terms cancel by the definition of $q$. The constant terms give $\lambda=q(2c+\varepsilon/c)$ and $\varepsilon/c=-q\lambda$, so $\lambda=2cq/(1+q^2)$. Because $q^2=(1-\gamma)/(1+\gamma)$, we have $1+q^2=2/(1+\gamma)$ and $2q/(1+q^2)=\zeta$. Hence $\lambda=c\zeta=Z$, and

$$|K_{\rm pt}|=q\int_0^\infty r^{2\gamma-2}e^{-2Zr}dr=\frac{q\,\Gamma(2\gamma-1)}{(2Z)^{2\gamma-1}}.\tag{2}$$

Convergence at the origin needs $2\gamma>1$. Inserting (2) in the theorem gives its $1s$ form. The norm is $\mathcal N=(1+q^2)\Gamma(2\gamma+1)/(2Z)^{2\gamma+1}$, so the normalized integral is

$$\frac{|K_{\rm pt}|}{\mathcal N}=\frac{q}{1+q^2}\,\frac{4Z^2}{2\gamma(2\gamma-1)}=\frac{\alpha Z^3}{\gamma(2\gamma-1)}.$$

**The 2s state.** Take $P=r^\gamma e^{-\lambda r}(1+p_1r)$ and $Q=r^\gamma e^{-\lambda r}(-q+s_1r)$. Let $M=2c+\varepsilon/c$ and $\rho=\lambda/M$. The highest powers in (1) give $s_1=-\rho p_1$ and $\varepsilon/c=-\lambda\rho$. The next powers give

$$p_1(\gamma+\zeta\rho)=\lambda-qM,\qquad p_1[\zeta-(\gamma+2)\rho]=\rho(\lambda-qM).$$

Eliminating $p_1$ yields $\zeta(1-\rho^2)=2(1+\gamma)\rho$. Since $\varepsilon/c=-\rho^2M$, the total energy is $c^2(1-\rho^2)/(1+\rho^2)$, and $\lambda=2c\rho/(1+\rho^2)=Z/\sqrt{(1+\gamma)^2+\zeta^2}$. With $\nu=2\gamma-1$,

$$K_{\rm pt}=-\frac{q\Gamma(\nu)}{(2\lambda)^\nu}+\frac{(s_1-qp_1)\Gamma(\nu+1)}{(2\lambda)^{\nu+1}}+\frac{p_1s_1\Gamma(\nu+2)}{(2\lambda)^{\nu+2}}.$$

This is all the theorem needs for $2s$; $C$ is unchanged.

## Lemma 3: the short-distance constant

Near the nucleus, at leading order, drop $2c$ and $\varepsilon/c$ from (1). With $x=r/R$ the interior equations become

$$\frac{dg}{dx}=\zeta vf,\qquad \frac{df}{dx}+\frac{2f}{x}=-\zeta vg,$$

which contain no length. They fix two numbers:

$$t=-\frac{Q(R)}{P(R)},\qquad J=-\frac{R}{P(R)^2}\int_0^R\frac{PQ}{r^2}dr.$$

**Claim.** With $\eta=(t-q)/(1-tq)$,

$$C=\frac{q}{2\gamma-1}-(1+\eta q)^2J-\eta(1+q^2)-\frac{\eta^2q}{2\gamma+1}.\tag{3}$$

**Proof.** Outside $R$ combine the two power solutions:

$$P=r^\gamma+\eta qR^{2\gamma}r^{-\gamma},\qquad Q=-qr^\gamma-\eta R^{2\gamma}r^{-\gamma}.$$

Continuity of $Q/P$ at $R$ requires $(q+\eta)/(1+\eta q)=t$, which gives $\eta$. The denominator $1-tq$ cannot vanish: inside, $w=-Q/P$ starts from zero and obeys $xw'=-2w+\zeta xv(1+w^2)$. A density that is nowhere negative means $xv\le1$, so at $w=q$ the right side is at most $\zeta-2q+\zeta q^2=0$. Thus $w$ cannot pass $q$, and $t\le q<1$. The product outside is

$$-PQ=qr^{2\gamma}+\eta(1+q^2)R^{2\gamma}+\eta^2qR^{4\gamma}r^{-2\gamma}.$$

Now form $|K_{\rm pt}|-|K_R|$. The point integrand lost inside $R$ contributes $q\int_0^Rr^{2\gamma-2}dr=qR^{2\gamma-1}/(2\gamma-1)$. The true interior restores $JP(R)^2/R=(1+\eta q)^2JR^{2\gamma-1}$, which is subtracted. Outside, the first term of the product is the point integrand and cancels. The other two, divided by $r^2$ and integrated from $R$ to infinity, give $\eta(1+q^2)R^{2\gamma-1}$ and $\eta^2qR^{2\gamma-1}/(2\gamma+1)$, also subtracted. $\square$

All contributions have the same power of $R$. Cutting the point integral off at $R$ would keep the first term of (3) alone.

**Charged shell.** Here $v=1$. With $y=\zeta x$, the regular solution is $g=\sin y/y$, $f=dg/dy$. At $y=\zeta$,

$$t=\frac1\zeta-\cot\zeta.$$

Since $\int gf\,dr=(R/\zeta)\int g\,dg=(R/2\zeta)[g(\zeta)^2-1]$ and $P(R)^2=R^2g(\zeta)^2$,

$$J=\frac1{2\zeta}\left[\frac1{g(\zeta)^2}-1\right]=\frac\zeta2\left[\frac1{\sin^2\zeta}-\frac1{\zeta^2}\right].$$

For a uniform sphere, $v=(3-x^2)/2$ and the two interior equations are integrated numerically.

## Proof of the theorem: the remainder

Lengths measured in units of $1/Z$ leave $\zeta$ as the one parameter of the point-charge equations, so it suffices to count powers of $R$ at fixed $\zeta$. Inside, the dropped terms add quantities of order $R$ to a regular problem on $0<x<1$; $t$ and $J$ change by $O(R)$.

Outside, let $h=\eta R^{2\gamma}[1+O(R)]$ be the irregular amplitude. Let $(P_0,Q_0)$ be the point state and $\Delta\varepsilon$ the energy shift. Equations (1) for the two states give, for $r>R$,

$$\frac{d}{dr}(P_0Q-Q_0P)=-\frac{\Delta\varepsilon}{c}(P_0P+Q_0Q).$$

Integration from $R$ to infinity, where the functions vanish, gives at leading order $\Delta\varepsilon=-ch(1-q^2)/\mathcal N$. Thus $\Delta\varepsilon=O(R^{2\gamma})$.

Keep the coefficient of $r^\gamma$ equal to one and write $P=P_0+hP_1+O(h^2)$, and likewise $Q$. Near the origin,

$$P_1=qr^{-\gamma}(1+a_1r+\dots),\qquad Q_1=-r^{-\gamma}(1+b_1r+\dots),$$

plus terms of order $r^{\gamma+1}$ caused by the energy shift. Hence

$$-(P_0Q_1+P_1Q_0)=1+q^2+Dr+\dots$$

with a constant $D$. Dividing by $r^2$ and integrating from $R$ gives $(1+q^2)/R+D\ln(1/ZR)+O(1)$. The first part is in (3); after multiplication by $h$ the rest is $O(R^{2\gamma}\ln R)$. The square term and the lost point integrand have corrections $O(R^{2\gamma})$. So has the norm: its cross term is of order $h$, while the interior and the squared irregular wave contribute $O(R^{2\gamma+1})$. Relative to $R^{2\gamma-1}$, the remainder is $O(R\ln R)$. $\square$

**Remark: the logarithm for 1s.** Lemma 2 gives $M=Z/q$ and $\varepsilon/c=-qZ$. Inserting the irregular series in (1) and comparing the terms $r^{-\gamma}$ gives

$$\gamma qa_1=\zeta b_1+\frac Zq,\qquad(2-\gamma)b_1=\zeta qa_1-q^2Z.$$

Substitute the first into the second, using $\zeta/q=1+\gamma$ and $2\gamma-\gamma^2-\zeta^2=2\gamma-1$:

$$b_1=\frac{Z(1+\gamma-\gamma q^2)}{2\gamma-1}.$$

The first equation times $q$, with $\zeta q=1-\gamma$, gives $q^2a_1=[(1-\gamma)b_1+Z]/\gamma$, so $b_1+q^2a_1=(b_1+Z)/\gamma=Z(3-q^2)/(2\gamma-1)$. The factor $e^{-Zr}$ of the point state subtracts $Z(1+q^2)$:

$$D=Z\left[\frac{3-q^2}{2\gamma-1}-(1+q^2)\right].$$

With $X=2ZR$, the logarithmic part of the relative remainder is $-(\eta/C)(D/2Z)\,X\ln(1/X)$.

## Two limits

**Weak field.** Let $\zeta\to0$ after the leading small-$R$ law has been taken. Then $g\to1$ and $f=-(\zeta/x^2)\int_0^xvy^2dy$. Define $m_k=\int_0^1vx^kdx$. It follows that $t=\zeta m_2$, and exchanging the order of integration gives $J=\zeta(m_1-m_2)$. With $q\to\zeta/2$ and $\eta\to\zeta(m_2-\frac12)$, equation (3) becomes

$$C\to\zeta\left[\tfrac12-(m_1-m_2)-(m_2-\tfrac12)\right]=\zeta(1-m_1),\qquad b\to2(1-m_1).$$

To identify this number, let $\varrho$ be the charge density in the variable $x$, normalized to one, and $u=xv$. Poisson's equation is $u''=-4\pi x\varrho$. Just outside the surface $u=1$ and $u'=0$, so two integrations by parts give

$$\frac{\langle r\rangle}{R}=-\int x^2u''dx=2-2\int_0^1u\,dx=2(1-m_1).$$

Therefore $\delta\to2Z\langle r\rangle$: $2ZR$ for the shell and $\frac32ZR$ for the sphere. At $Z=1$ the computed $b$ is 1.0000 and 0.7500, respectively.

**Strong field.** As $\zeta\to\sqrt3/2$, $2\gamma-1\to0$. The first term of (3) dominates, and $\Gamma(2\gamma-1)\simeq1/(2\gamma-1)$, so $b\to1$ and the leading formula tends to $\delta=1$. The point-charge splitting diverges while the finite-charge splitting does not. Beyond this limit there is no finite $A_{\rm pt}$ to compare with.

## A model ion

Take $Z=80$, $R=7\times10^{-5}$ Å, $I=\frac12$ and a moment of one nuclear magneton. These are round model parameters. Then $\gamma=0.8119$, $q=0.3222$, and

$$2ZR=0.02117,\qquad(0.02117)^{0.6238}=0.09026.$$

For the shell, $\eta=-0.1315$. The terms of (3), with the two outside terms combined, give

$$C=0.5165-0.0957+0.1430=0.5638,$$

$$b=\frac{0.5638}{0.3222\times1.4370}=1.218,\qquad\delta\simeq1.218\times0.09026=0.110.$$

The negative $\eta$ means that the irregular wave weakens the hyperfine integrand outside the nucleus; this supplies a quarter of $C$. For the sphere, $b=1.019$ and $\delta\simeq0.092$.

The full radial Dirac equation, with mass and binding energy retained, gives $\delta=0.1120$ and $0.0936$. These exceed the leading formula by 1.9% and 1.7% of its value. The point-charge splitting of 2.127 eV falls to 1.889 eV for the shell and, for the sphere, to

$$2.127\times(1-0.0936)=1.928\ \text{eV}.$$

The sphere's weak-field estimate is $0.75\times0.02117=0.016$, almost six times too small. The relativistic density rises towards the nucleus as a negative power of $r$, so the short distances carry more of the integral.

The numerical output follows the law to radii a thousand times smaller. Over the last decade the shell's local exponent is 0.6240, against $2\gamma-1=0.6238$. The remainder also shows its logarithm. For the shell, $D/2Z=1.769$, so remainder$/X$ should grow per decade of decreasing $R$ by

$$\frac{0.1315}{0.5638}\times1.769\times\ln10=0.95.$$

The last two printed remainders, $6.12\times10^{-4}$ and $8.14\times10^{-5}$, divided by their $X$, are 2.892 and 3.846, where the last digit is not significant, a growth of 0.95.

The shell's $b$, which does not depend on the radius, rises from 1.016 at $Z=20$ to 1.218 at $Z=80$, so the prefactor cannot be carried from one charge to another. At one tenth of the radius, the Dirac solutions for $Z=20$, 50 and 80 agree with the leading formula to within 0.5% of its value. For $2s$ at $Z=80$ and this smaller radius, the Dirac solution gives $\delta=0.0280$ and the theorem 0.0279, compared with 0.0262 from the Dirac solution for $1s$. The exponent and $C$ are common to both states; at leading order the difference comes from $K_{\rm pt}$.

These values isolate the charge effect. A real nucleus also has a spread of magnetization, which changes the dipole coupling inside $R$. That correction is weighted by $gf$ inside the nucleus, so it must be evaluated with the extended-charge functions, not the point-charge ones. It and the radiative corrections omitted here must be included before a moment is inferred from a measured splitting.

## Values computed for the example and the checks

```
Z = 80, R = 7.0e-05 angstrom
zeta = 0.583788, gamma = 0.811906, q = 0.322196
exponent 2 gamma - 1 = 0.623812
2ZR (dimensionless) = 0.021165
(2ZR)^(2 gamma - 1) = 0.090261
Gamma(2 gamma - 1) = 1.437000
angular factor = -1.333333
weak-field b, Z=1: shell 1.00004, sphere 0.75004
shell: t = 0.199166, J = 0.104307, eta = -0.131466
shell: removed point term = 0.516495
shell: true interior term = 0.095657
shell: outside term = 0.142991
shell: C = 0.563828
shell: b = 1.217784
shell: R/angstrom, delta Dirac, delta formula, remainder
  7.0e-05  0.1120178  0.1099183  +1.91e-02
  7.0e-06  0.0262435  0.0261371  +4.07e-03
  7.0e-07  0.0062189  0.0062151  +6.12e-04
  7.0e-08  0.0014780  0.0014779  +8.14e-05
shell: local exponent, last decade = 0.62404
sphere: t = 0.242446, J = 0.147196, eta = -0.086508
sphere: removed point term = 0.516495
sphere: true interior term = 0.139105
sphere: outside term = 0.094569
sphere: C = 0.471959
sphere: b = 1.019360
sphere: R/angstrom, delta Dirac, delta formula, remainder
  7.0e-05  0.0936018  0.0920084  +1.73e-02
  7.0e-06  0.0219531  0.0218784  +3.41e-03
  7.0e-07  0.0052050  0.0052024  +5.02e-04
  7.0e-08  0.0012371  0.0012371  +6.61e-05
sphere: local exponent, last decade = 0.62400
shell, R = 7.0e-06 angstrom: Z, Dirac, formula, b
  20  0.0006326  0.0006318  1.01587
  50  0.0036289  0.0036185  1.09683
  80  0.0262435  0.0261371  1.21778
2s, Z=80, same R: Dirac 0.0279961, formula 0.0278787
point 1s binding energy = 96115.84 eV
point 1s hyperfine splitting = 2.12741 eV
shell: 1s energy shift = 81.744 eV
shell: splitting = 1.88910 eV
sphere: 1s energy shift = 54.051 eV
sphere: splitting = 1.92828 eV
```
